Why the Landau depolarization term needs the background permittivity

A model ferroelectric has a measured permittivity of 100. Put that value into its own Landau description as the permittivity of the medium around the polarization, simulate the measurement again, and the answer is 190. Nothing in the material has changed. The extra 90 is the response of the soft mode, the lattice vibration whose freezing-in produces the ferroelectric polarization, and it has been counted a second time.

The same slip decides whether a 4 nm film of this material can hold a uniform polarization. With the measured permittivity in the depolarization term, the model gives 14.3 uC/cm². With the correct permittivity it gives zero.

**The belief and its appeal**

The belief runs as follows. A polarized film with imperfect electrodes carries uncompensated charge at its surfaces, and this charge produces a field opposing the polarization. The film is a dielectric, and a dielectric weakens the field of a given charge by its permittivity. The permittivity of this film has been measured, so the measured value belongs in the denominator of the depolarizing field.

Each sentence is reasonable, and there is a formula in which the conclusion is right. The trouble lies in the words "given charge". In a Landau calculation the polarization is not given: it is the variable, and it responds to the depolarizing field. That response is most of what the measurement recorded.

**What the measurement contains**

I use atomic units, in which 4πε₀ = 1, and take all fields along the film normal z. Let P be the soft-mode polarization and f(P) its energy density at zero macroscopic field, under the mechanical constraints of the film. Electrons and harder vibrations also polarize, linearly, and their response is collected in a background permittivity κ_b. The displacement is then

D = κ_b E + 4πP.

Between ideal electrodes the applied voltage fixes E. The part of the energy that depends on P is f(P) − EP, and its minimum satisfies

f′(P) = E.

Differentiating with respect to E gives f″(P) dP/dE = 1. The small-signal permittivity about the zero-field polarization P_s is therefore

κ_f = dD/dE = κ_b + 4π/f″(P_s).

This κ_f is the intrinsic permittivity of a single domain. Signals from moving domain walls or mobile defects are not part of it.

Now replace κ_b by κ_f in D and keep P as a variable. The same differentiation gives

κ_f + 4π/f″(P_s) = 2κ_f − κ_b.

With κ_b = 10 and κ_f = 100 this is 190, the number at the start. Feeding 190 back in would not help, because every round adds another 90. The substitution is consistent only if 4π/f″ vanishes, that is, if there is no soft-mode response at all.

The argument uses no particular form of f. For the example I take the simplest double well,

f = aP²/2 + bP⁴/4, with a < 0 and b > 0.

Its zero-field state obeys a + bP_s² = 0, so b = |a|/P_s² and f″(P_s) = a + 3bP_s² = 2|a|. Hence

κ_f − κ_b = 2π/|a|, or 4π/|a| = 2(κ_f − κ_b) = 180.

A different well changes the size of the response but not the rule. With x = P/P_s and f′ = |a|P_s(−0.2x − 0.8x³ + x⁵), the curvature at x = 1 is |a|(−0.2 − 2.4 + 5) = 2.4|a|. The predicted permittivity is 10 + 180/2.4 = 85, and a simulated measurement that solves f′(P) = E at two small fields also returns 85.

**The field in a film with real electrodes**

A metal screens charge over a finite distance. In linear Thomas–Fermi theory the potential inside the electrode, measured from its interior, decays as φ₀ exp(−z/l), where z is the distance from the interface. The field at the interface is φ₀/l. With no other charge at the interface D is continuous, so D = κ_e φ₀/l, where κ_e is the permittivity of the electrode's bound charges. The potential drop in that electrode is

φ₀ = lD/κ_e.

The other electrode contributes an equal drop of the same sign. With s = 2l/κ_e, the voltage across a film of thickness d is

V = Ed + sD.

Inserting D = κ_b E + 4πP and collecting the terms in E gives V = E(d + κ_b s) + 4πsP, so that

E = (V − 4πsP)/(d + κ_b s).

For short-circuited electrodes, V = 0, this is the depolarizing field

E = −4πsP/(d + κ_b s).

In SI units 4πP becomes P/ε₀ and the rest is unchanged. Perfect electrodes, s → 0, remove the field. Very poor ones, s → ∞, give E = −4πP/κ_b, the field of a film with D = 0. The permittivity that appears is κ_b because the step that produced it was the substitution of D, in which the soft mode is already written out as P.

The energy leads to the same place. The field energy in one electrode is the integral of κ_e(φ₀/l)² exp(−2z/l)/8π, which equals lD²/(16πκ_e). Compressing the electron gas costs κ_e φ²/(8πl²) per volume, and its integral is the same. Both electrodes together store sD²/8π per area, and the film stores κ_b E²d/8π. At V = 0 we have E = −sD/d. Putting this into D gives D(1 + κ_b s/d) = 4πP, or D = 4πPd/(d + κ_b s). The stored energy per area is

(D²/8π)(s + κ_b s²/d) = D² s(d + κ_b s)/(8πd) = 2πsd P²/(d + κ_b s).

Dividing by d and adding f gives the energy density

g(P) = f(P) + 2πsP²/(d + κ_b s).

Setting dg/dP = 0 gives f′(P) = −4πsP/(d + κ_b s), which is f′(P) = E again. The soft mode's willingness to yield is in f. Reducing the second term by a soft-mode permittivity would credit the film with that yielding twice.

**What the error does to the critical thickness**

For the quartic energy, dg/dP = 0 reads

[a + 4πs/(d + κ_b s)]P + bP³ = 0.

Divide by |a|P and use b = |a|/P_s². A nonzero solution satisfies

(P/P_s)² = 1 − r, with r = (4π/|a|) s/(d + κ_b s).

If r > 1 there is no such solution, and P = 0 is the minimum among uniform states. If r < 1, P = 0 is a maximum and the polarized states are the minima. The critical thickness follows from r = 1, that is d + κ_b s = 2(κ_f − κ_b)s:

d_c = s(2κ_f − 3κ_b).

The double-counted version has d + κ_f s on the left, and gives

d_c (double-counted) = s(κ_f − 2κ_b).

Twice the second result is s(2κ_f − 4κ_b), which is smaller than the first. With the quartic well the error therefore cuts the critical thickness to less than half, whatever the value of s. That factor belongs to this well. For the sixth-order well used earlier, rescaled to the same κ_f = 100 and with the value of s used below, the polarized state is the lowest uniform state only above about 20 nm, or about 17 nm with double counting. The shift itself is the same in both wells. The depolarization term depends on d only through d + κs, so replacing κ_b by κ_f lowers the critical thickness by (κ_f − κ_b)s, here 2.7 nm, for any f. Only the relative error depends on the well.

The example has l = 0.06 nm and κ_e = 4, so s = 2 × 0.06/4 = 0.03 nm. The correct critical thickness is 0.03 × 170 = 5.1 nm, and the double-counted one is 0.03 × 80 = 2.4 nm. A 4 nm film lies between them. Its correct ratio is r = 180 × 0.03/(4 + 0.3) = 1.26, so the uniform polarization is zero. Double counting replaces 4.3 by 7.0, which gives r = 0.77 and, with P_s = 30 uC/cm², P = 30√(1 − 5.4/7.0) ≈ 14.3 uC/cm².

At 10 nm both versions are polarized. The correct one has r = 5.4/10.3 = 0.524 and P = 20.7 uC/cm²; the other has r = 5.4/13 = 0.415 and P = 22.9 uC/cm². The depolarizing fields are −0.68 and −0.60 MV/cm. A numerical solution of Poisson's equation through film and electrodes, with the correct P inserted, gives −0.6805 MV/cm against −0.6807 from the formula.

**Where the measured permittivity is right**

Suppose the field is weak enough for P to stay near P_s. To first order, f′(P) = E gives P = P_s + E/f″(P_s). Put this into the short-circuit condition:

E(d + κ_b s) = −4πs[P_s + E/f″(P_s)].

Move the term in E to the left:

E[d + (κ_b + 4π/f″(P_s))s] = −4πsP_s.

The bracket contains κ_f, so

E ≈ −4πsP_s/(d + κ_f s).

This is the formula the belief remembers. The soft-mode response has moved from the numerator to the denominator, and what remains above is the fixed number P_s. One may use the variable P with κ_b, or the constant P_s with κ_f. Mixing the variable P with κ_f is the error.

The next order shows how the weak-field formula fails. With p = P − P_s, the quartic energy gives 2|a|p + 3|a|p²/P_s = E up to second order in p. Try p = E/(2|a|) − cE². The terms in E² give −2|a|c + 3/(4|a|P_s) = 0, hence c = 3/(8a²P_s). The extra polarization −cE² adds to the field the amount

4πs cE²/(d + κ_f s),

which is positive. The true field is thus weaker in magnitude than the linear estimate, because the polarization gives way faster than linearly.

The films show this. At 100 nm the linear formula gives −0.0987 MV/cm and the full solution −0.0986. At 10 nm it gives −0.78 against −0.68 MV/cm, too strong by 15 percent of the full value. That field is no longer weak: the intrinsic coercive field, at which the quartic well loses its stability at fixed E, is 0.72 MV/cm. At 4 nm the linear formula gives −1.45 MV/cm for a film whose uniform polarization has vanished, and it has lost its meaning.

The thick film also shows how the error can hide. Linearizing the double-counted model adds 4π/f″ to a denominator that already holds κ_f, and gives

E ≈ −4πsP_s/[d + (2κ_f − κ_b)s].

At 100 nm the two denominators are 103 and 105.7 nm, and the double-counted field is weaker by about 2.5 percent of the correct one: the full double-counted solution is −0.0961 MV/cm. As d grows, both approach −4πsP_s/d, in which no permittivity of the film appears. Agreement in thick films is therefore no evidence for the choice of permittivity.

**The background depends on the variable**

The background permittivity is not a property of the material alone. It is the response left out of the order parameter. Let T be the total polarization, including electrons and hard modes:

T = P + χ_b E, with 4πχ_b = κ_b − 1.

Then D = E + 4πT, and the background is 1. The price is an energy that contains the cost of the background polarization:

g = f(P) + (T − P)²/(2χ_b) + 2πsT²/(d + s).

Setting the derivative with respect to P to zero gives f′(P) = (T − P)/χ_b. The derivative with respect to T gives (T − P)/χ_b = −4πsT/(d + s), which is the field E for background 1. So f′(P) = E as before. Inserting T = P + χ_b E yields E(d + s) = −4πsP − (κ_b − 1)sE, and therefore

E(d + κ_b s) = −4πsP.

The physics is unchanged. What is not allowed is to keep f as it stands, rename its variable T, and set the background to 1. Landau coefficients and background permittivity belong together as a pair.

**A film's capacitance gives yet another number**

One might hope to avoid the question by measuring the thin film itself. Vary the voltage slightly about the short-circuited state. From V = Ed + sD, with dD = κ_loc dE and κ_loc = κ_b + 4π/f″(P) at the actual P,

dV = (d/κ_loc + s) dD.

The apparent permittivity, d·dD/dV, is

κ_app = d/(d/κ_loc + s).

At 10 nm, f″(P) = |a|(3 × 0.476 − 1) = 0.427|a|, so κ_loc = 10 + 180/0.427 ≈ 431. Then κ_app = 10/(10/431 + 0.03) ≈ 188. The electrodes act as a series capacitor and lower the value, yet it is still nearly twice the bulk 100. The depolarizing field has pushed the polarization to a flatter part of the well, where it responds more easily. The closeness of 188 to the 190 of the opening is an accident of this thickness. None of the values 100, 188 and 431 can stand in for κ_b = 10.

**Stripes, and the limit of the uniform state**

Zero uniform polarization does not mean zero polarization. Take P cos(kx), constant through the thickness, and let κ_x be the in-plane permittivity. With z now measured from the mid-plane, the potential in the film is A sinh(qz) cos(kx), with q = k√(κ_x/κ_b) from Poisson's equation. In an electrode the potential decays at the rate √(k² + 1/l²), so its surface value is λD with λ = 1/[κ_e√(k² + 1/l²)]. At z = d/2 the amplitudes obey

A sinh(qd/2) = λ[4πP − κ_b qA cosh(qd/2)].

Solve for A sinh(qd/2) and write the thickness-averaged field, −2A sinh(qd/2)/d, as −4πNP:

N = (2λ/d)/[1 + λκ_b q coth(qd/2)].

For k → 0, λ → s/2 and q coth(qd/2) → 2/d, so N → s/(d + κ_b s), the uniform result. Larger k lowers N but costs gradient energy. In units of |a| the total cost is (ξk)² + 4πN/|a|, and P = 0 is unstable when it falls below 1. With assumed values ξ = 0.2 nm and κ_x = 100, the 4 nm film has a cost of 1.26 for the uniform state but 0.85 for stripes of period 3.0 nm. With these values it can form domains. With ξ = 0.4 nm the lowest cost for stripes of this form is 1.07, but the form only bounds the cost from above. If the amplitude may also vary through the thickness, with the same ξ along the normal and no surface energy, the lowest cost falls to about 0.41 for ξ = 0.2 nm and 0.76 for ξ = 0.4 nm, and P = 0 is unstable in both cases. A stiffer gradient along the normal brings the cost back toward the values for constant amplitude.

At 10 nm the uniform state has energy −0.0199 eV/nm³, and a single-cosine stripe trial reaches −0.0211 eV/nm³, so the uniform state is not the ground state of this model. Once poled, it still resists small ripples of this form: their stiffness is 0.83|a|, which is positive. Ripples that also vary through the thickness, with the same ξ along the normal, are softer, about 0.59|a|, but still stable. The thicknesses 5.1 and 2.4 nm are limits for uniform polarization, not for ferroelectricity as such.

**The numbers beside a real capacitor**

The parameters are rough values in the regime of a strained barium titanate film between strontium ruthenate electrodes. The critical thickness is an illustration, not a prediction for such a film, because the quartic well ties d_c to κ_f in a way that other wells do not. The sixth-order well with the same κ_f raises d_c from 5.1 to about 20 nm. A real estimate needs the whole energy f(P), not κ_f alone. The length s is also uncertain, since it depends on the bonding and ionic displacements at the interface; doubling it at fixed permittivities doubles d_c to 10.2 nm. Taking κ_b = 5 at the same κ_f moves d_c to 5.55 nm. If a is linear in temperature with an assumed Curie point of 700 K, warming from 300 to 358 K raises d_c to 6.0 nm. Uniform polarization may fail too: at 4 nm, below the threshold for the uniform state, stripes have a lower energy than P = 0 for the assumed ξ = 0.2 nm and κ_x = 100.

Several other effects are small for these inputs. Nonlinear screening, with an assumed Fermi energy of 2 eV, changes s by 0.08 percent at 10 nm. The field there is 0.23 of an assumed breakdown field of 3 MV/cm. For an assumed electron barrier of 1 eV and the free-electron mass, the tunnelling factor through 4 nm is about 10⁻¹⁸, and thermal carriers in the 10 nm film supply at most about 3 × 10⁻¹¹ uC/cm², far too little to screen P. The tunnelling factor depends strongly on the mass: at 0.3 of the free-electron value it is about 10⁻¹⁰. Defects and adsorbed charge could supply more, and are not modelled. If the assumed ξ = 0.2 nm also held for variations along the normal, variations of P near the surfaces would heal over about 0.05 nm. The gradient coefficient along the polarization is generally larger than the one across it, and a value twenty times larger gives about 0.2 nm. Both lengths are less than a unit cell, where a continuum model cannot be trusted in detail. The numerical output below lists the inputs and results together.

None of these corrections changes the bookkeeping. Before a permittivity is put into a Landau depolarization term, the question to ask is which polarization the order parameter already carries.

Calculated quantities

```
INPUTS (rough round values)
zero-field polarization P_s: 30 uC/cm2
background permittivity kappa_b: 10
intrinsic measured permittivity kappa_f: 100
Thomas-Fermi length l: 0.06 nm
electrode permittivity kappa_e: 4
total screening length s: 0.03 nm
Landau coefficient a: -0.06981 atomic units
intrinsic coercive field: 0.7245 MV/cm
SIMULATED MEASUREMENT
permittivity, background kappa_b: 100
permittivity, kappa_f put in as background: 190
permittivity, sextic energy, kappa_b: 85
CRITICAL THICKNESS, UNIFORM STATE
correct: 5.1 nm
double-counted: 2.4 nm
FILMS: P in uC/cm2, E in MV/cm
d = 4 nm: correct P 0.00, E 0.0000; double-counted P 14.34, E -0.6942; linear with P_s E -1.4521
d = 10 nm: correct P 20.69, E -0.6807; double-counted P 22.94, E -0.5978; linear with P_s E -0.7819
d = 100 nm: correct P 29.18, E -0.0986; double-counted P 29.20, E -0.0961; linear with P_s E -0.0987
10 nm field from the Poisson grid: -0.6805 MV/cm
10 nm local permittivity: 431.4
10 nm apparent permittivity: 188
NEGLECTED EFFECTS
assumed gradient length: 0.2 nm
assumed in-plane permittivity: 100
4 nm uniform cost / |a|: 1.256
4 nm softest stripe cost / |a|: 0.8499
4 nm softest stripe period: 3.047 nm
10 nm uniform energy: -0.01994 eV/nm3
10 nm stripe trial energy: -0.02108 eV/nm3
10 nm poled-state ripple stiffness / |a|: 0.8281
assumed Curie temperature: 700 K
temperature of the inputs: 300 K
hot temperature of use: 358 K
critical thickness when hot: 6.016 nm
critical thickness, kappa_b = 5, same kappa_f: 5.55 nm
10 nm potential drop across film: 0.6807 eV
assumed electrode Fermi energy: 2 eV
nonlinear change of s: 0.081 percent
assumed breakdown field: 3 MV/cm
10 nm field / breakdown field: 0.23
assumed electron barrier: 1 eV
4 nm tunnelling factor: 1.6e-18
10 nm thermal sheet charge, upper estimate: 3.3e-11 uC/cm2
surface variation length of P: 0.047 nm
```
